# Linear Vacancy and Sixth-Root Oxygen-Pressure Profiles in a Monoxide Scale, part 2

The problem is to find the oxygen pressure inside a compact scale of MO growing on metal M at uniform temperature $T$, given the pressures at its faces. Interpolating the pressure or its logarithm was rejected for dilute, doubly charged cation vacancies.

Depth $z$ runs from the gas face (o) to the metal face (i), at $z=L$; $u=1-z/L$. Fluxes are positive toward the metal, and a prime means $d/dz$. $P$ is the local equilibrium oxygen pressure, $X$ the vacant fraction of the $N$ cation sites per volume, $c=NX$, $h$ the holes per cation site and $n_h=Nh$. $D_V$ and $D_h$ are the vacancy and hole diffusivities, $e$ is the elementary charge and $\epsilon$ the permittivity.

Each vacancy forms with two holes. Equilibrium gives

$$
Xh^2=K P^{1/2},
$$

with $K$ constant at fixed $T$. With $h=2X$, $X\propto P^{1/6}$. The vacancy flux is $J_V=-\tilde Dc'$, where

$$
\tilde D=\frac{3D_VD_h}{D_h+2D_V},
$$

or $3D_V$ for fast holes. In quasi-steady flow $X$ and $P^{1/6}$ are linear in $z$.

For fast holes the field $E$ satisfies $eE/k_BT=c'/c$, and the potential $\phi$ satisfies

$$
\phi(L)-\phi(0)=\frac{k_BT}{e}\ln\frac{X_o}{X_i}.
$$

With Debye length $\lambda$, where $\epsilon k_BT/e^2=6c\lambda^2$, the departure from neutrality is

$$
\frac{n_h-2c}{2c}=-3\lambda^2\left(\frac{c'}{c}\right)^2 .
$$

To test the quasi-steady step, write $c=c_i+(c_o-c_i)\theta$, $S=(X_o-X_i)/(1-X_o)$ and $d\tau=3D_V\,dt/L^2$. Subscripts $u$ denote derivatives. Then

$$
L\frac{dL}{dt}=3D_VS\,\theta_u(1),
$$

$$
\frac{\partial\theta}{\partial\tau}=\theta_{uu}+S\,\theta_u(1)\,u\,\theta_u .
$$

For small $S$, the slowest disturbance decays as $e^{-\pi^2\tau}$, in the time $L^2/(3\pi^2D_V)$, leaving

$$
\theta=u+\frac S6(u-u^3),\qquad \theta_u(1)=1-\frac S3 .
$$

The largest departure from the line $\theta=u$ is $0.064\,S$.

Following the time-dependent equation numerically with $S=0.02$, from the starting profile $\theta=u^3$, tests these statements. The final departure from the line was $1.27\times10^{-3}$, against $1.28\times10^{-3}$ from the formula. The growth constant was 0.9934 of its quasi-steady value, against 0.9933, and the disturbance decayed at 1.005 times the predicted rate.

To leading order in $S$, $d(L^2)/dt=6D_V(X_o-X_i)$. For growth from negligible thickness with fixed face pressures,

$$
L^2=k_pt,\qquad k_p=6D_V(X_o-X_i)\propto P_o^{1/6}-P_i^{1/6}.
$$

For a worked case, take round values in the regime of nickel oxide growing in air: $T=1300$ K, $P_o=160$ Torr, $P_i=10^{-7}$ Torr, $X_o=10^{-4}$, $D_V=10^{-7}\ \mathrm{cm^2/s}$ and $N=5.5\times10^{22}\ \mathrm{cm^{-3}}$. The ratio of the sixth roots is

$$
\left(\frac{10^{-7}}{160}\right)^{1/6}=0.0292,
$$

so $X_i=2.92\times10^{-6}$. A pressure ratio of more than nine orders of magnitude has become a concentration ratio of 34. The growth constant is

$$
k_p=6\times10^{-7}\times9.71\times10^{-5}=5.83\times10^{-11}\ \mathrm{cm^2/s},
$$

and after 3600 s the thickness is $\sqrt{5.83\times10^{-11}\times3600}=4.58\times10^{-4}$ cm, or 4.58 μm. The profiles are:

| $z/L$ | $X$ | $P^{1/6}$ (Torr$^{1/6}$) | $P$ (Torr) |
|---|---|---|---|
| 0 | $1.00\times10^{-4}$ | 2.330 | 160 |
| 0.25 | $7.57\times10^{-5}$ | 1.765 | 30.2 |
| 0.50 | $5.15\times10^{-5}$ | 1.199 | 2.97 |
| 0.75 | $2.72\times10^{-5}$ | 0.634 | 0.065 |
| 1 | $2.92\times10^{-6}$ | 0.068 | $10^{-7}$ |

The pressure has fallen to one hundredth of its outer value at $z/L=0.55$, yet more than five decades of the fall lie in the last quarter. The reason is that $\ln P=6\ln X$ plus a constant, so that

$$
\frac{d\ln P}{dz}=-\frac{6(X_o-X_i)}{XL},
$$

which is steepest where vacancies are scarce. A uniform flux needs a larger driving force where there are fewer carriers.

The small inner value matters little to the rate. If $P_o$ is lowered tenfold with $T$ and $P_i$ fixed, $k_p$ changes by the factor $(10^{-1/6}-0.0292)/(1-0.0292)=0.67$. For an alloy, $P_i$ depends on the activity $a$ of M at the interface, since equilibrium of M, oxygen and MO fixes $aP_i^{1/2}$ at a given temperature. Hence $P_i\propto a^{-2}$ and $X_i\propto a^{-1/3}$. With $a=0.01$ in place of 1, $X_i/X_o$ rises from 0.0292 to 0.136, and $k_p$ falls by the factor $0.864/0.971=0.89$. This holds if the other component stays out of the oxide and if $a$ is constant at the interface. Depletion of M in the alloy can break the second condition.

The quasi-steady step is very safe here. $S$ is $9.7\times10^{-5}$, the departure from the line is $6\times10^{-6}$ of the concentration difference, and the profile relaxes in 0.07 s, against an hour of growth. The potential difference is $0.112\ \mathrm V\times\ln34=0.40$ V, and the field reaches 0.0081 MV/cm at the metal face. There the Debye length is 8.8 nm and $|c'/c|=8.12\times10^{-4}/0.112=7.25\times10^{-3}\ \mathrm{nm^{-1}}$, so the holes fall short of neutrality by $3(8.77\times7.25\times10^{-3})^2=1.2\%$. This estimate omits charge layers that the interfaces themselves may produce. The linear drift law is safe as well: for a jump of 0.3 nm, the field changes the barrier by about $0.002\,k_BT$. With a hole mobility of $0.5\ \mathrm{cm^2/(V\,s)}$, $2D_V/D_h$ is $4\times10^{-6}$, so the holes are fast.

Larger errors come from the defect chemistry. To size them, the flux is needed in a form that does not assume ideal defects. Let $\eta_V$ and $\eta_h$ be the electrochemical potentials of vacancies and holes. Equilibrium of the oxygen reaction gives $\tfrac12k_BT\ln P=\eta_V+2\eta_h$ plus a constant. Fast holes make $\eta_h$ uniform, so $\eta_V'=\tfrac12k_BT(\ln P)'$. The vacancy flux is $-(D_Vc/k_BT)\eta_V'$, and therefore

$$
J_V=-D_V\,c\,\frac{d}{dz}\left(\tfrac12\ln P\right).
$$

This is Wagner's form. For ideal defects $\tfrac12\ln P=3\ln c$ plus a constant, and $-3D_Vc'$ returns. In general, a uniform flux gives

$$
J_VL=D_V\int_{P_i}^{P_o}c\;d\left(\tfrac12\ln P\right),
$$

and the part of this integral from $P_i$ up to $P$, divided by the whole, is the position $u$ at which the pressure is $P$. In the comparisons that follow, $P_o$, $P_i$, $X_o$, $D_V$ and $L$ are held fixed, while $X_i$ is free to change. "Bend" means the largest departure of $P^{1/6}$ from its straight line, relative to the difference between the faces.

The first effect is the Coulomb interaction. Each charge attracts a cloud of opposite charge, which lowers its free energy. In the Debye–Hückel approximation, with closest approach $b$, a defect of charge $q$ (in units of $e$) has $\ln\gamma=-q^2\ell/[2(\lambda+b)]$, where $\gamma$ is its activity coefficient and $\ell=e^2/(4\pi\epsilon k_BT)$. One vacancy and two holes contribute $4+1+1=6$, so

$$
\tfrac12\ln P=\ln(Xh^2)-\frac{3\ell}{\lambda+b}+\text{constant}.
$$

Because $\lambda\propto c^{-1/2}$, differentiating with respect to $\ln c$ changes the ideal coefficient 3 into

$$
3-\frac{3\ell\lambda}{2(\lambda+b)^2}.
$$

For a relative permittivity of 12 and $b=0.4$ nm, the gas face has $\lambda=1.50$ nm. The definition of $\lambda$ gives $\ell=1/(24\pi c\lambda^2)$, which is 1.07 nm for $c=0.0055\ \mathrm{nm^{-3}}$. The coefficient there is 2.33 instead of 3. Over the whole scale the flux is 0.84 of the ideal value and the bend is 5%. One vacancy in ten thousand sites is thus dilute for site entropy but not for long-range forces. The approximation is itself strained, because it assumes interaction energies below $k_BT$, whereas a vacancy and a hole in contact attract with $2\ell/b\approx5$ in units of $k_BT$. The result is an estimate of size, and it moves with the inputs: $b=0.3$ nm gives a flux of 0.83 and a bend of 5.6%, and a relative permittivity of 10 with $b=0.4$ nm gives 0.80 and 6.7%.

The second effect is the binding of a hole to a vacancy, which makes a singly charged vacancy. With a binding energy of 0.4 eV, 12 neighbouring sites and equal diffusivities for both kinds of vacancy, 7.6% of the vacancies at the gas face are singly charged. The flux falls to 0.976 of the ideal value and the bend is 0.6%. These figures depend steeply on the binding energy, which is an assumed value and is smaller than the contact attraction of about $5k_BT$, or 0.6 eV, found above. For 0.6 eV, 30% of the vacancies are singly charged, the flux is 0.90 and the bend 2.7%; for 0.8 eV the figures are 67%, 0.78 and 7%. If all vacancies were singly charged, the flux would be 0.68, the bend 13.5% and the mid-depth pressure 10 Torr. The reduction has the expected sign, since singly charged vacancies alone would have $\tfrac12\ln P=2\ln c$ plus a constant and a flux factor of 2. Binding and the Debye–Hückel cloud partly describe the same attraction, so the two estimates should not be added.

The third effect is impurity. A trivalent cation on a divalent site carries charge $+e$, and neutrality becomes $h+w=2X$, where $w$ is the impurity fraction, taken as uniform and immobile. With $w=10^{-5}$ the gas face is little affected, since $2X_o=2\times10^{-4}$. At the metal face the ideal value $2X_i=5.8\times10^{-6}$ is less than $w$, and the impurity holds the vacancy fraction up at $6.8\times10^{-6}$. The flux rises to 1.10 times the ideal value and the bend is 5%. These figures hold $X_o$ fixed. If the impurity is instead added to a given oxide at the same gas pressure, $K$ is what stays fixed: $X_o$ then rises by 3%, the flux is 1.13 times the ideal value, and the bend is still about 5%. If impurity dominated throughout, $X$ would be fixed at $w/2$, and Wagner's form would make $\ln P$ linear in depth. The logarithmic interpolation rejected at the start is thus right for a scale strongly doped with trivalent cations, provided that the holes, which doping makes scarcer, still conduct much better than the vacancies. The sixth root holds right down to the metal face only if $w\ll2X_i$; for small $w$ the overall bend is roughly $w/2X_o$.

Grain boundaries give a further flux. Take boundaries 1 nm wide running along the growth direction between grains of square cross-section, 5000 nm across. Each grain has four sides, each shared with a neighbour, so the boundaries fill a fraction $2\times(1/5000)$ of the cross-section. With the same vacancy content as the lattice and diffusion 1000 times faster, the added fraction is $2\times(1/5000)\times1000=0.40$. If this fraction is the same at every depth, the flux rises by 40% and the profiles stay linear. At a given time the scale is then thicker by the factor $\sqrt{1.4}=1.18$. If grain size varies with depth, the effective diffusivity varies too, and the lines bend.

Nickel oxide is a reasonable case to set beside the model: it is a hole conductor with cation vacancies, and at high temperature its scales grow mainly by outward motion of nickel. The inputs above are rough typical values, and $D_V$ and $X_o$ could each be wrong by a factor of a few, which would move $k_p$ in proportion. Grain size and boundary diffusivity vary widely between real scales, so the 40% is the least certain of the corrections as well as the largest. Pores, cracks and loss of contact with the metal lie outside the model. For interpolation within a compact scale at these conditions, with a trivalent impurity fraction of no more than about $10^{-5}$ and with most vacancies doubly charged, the estimates made here put the error of the straight $P^{1/6}$ line at about 5% of its full range for each of the two larger chemical effects. At mid-depth this changes the pressure itself by a factor of about 1.7 for the inputs chosen, and by about 2 if the permittivity is 10 or the hole binding is 0.8 eV, so the 3 Torr found there is good to roughly a factor of two. The charge state is a real limit for nickel oxide, whose reported pressure exponents lie between $1/6$ and $1/4$: with singly charged vacancies the fourth root is the one to interpolate, and the mid-depth pressure is 10 Torr. The limit on impurity is strict: Wagner's form gives a bend of 13% for $w=3\times10^{-5}$ and 30% for $w=10^{-4}$. The error vanishes at the two faces, where the pressure is given, but close to the metal face $P^{1/6}$ is small and a modest error is a large part of it. With the impurity, for example, Wagner's form makes the slope of $P^{1/6}$ at the metal face proportional to the flux divided by $X_i$, so the slope is $1.10\times2.92/6.82=0.47$ of that of the straight line. Taking the sixth power enlarges the relative error further, and the local pressure in the oxide near the metal face should not be read from the line. The main computed values are collected in the numerical output below; the bends for the two larger impurity fractions and the figures for other binding energies, contact distances and permittivities come from the same integral, with $X_o$ fixed, and are not listed there.

## Computed results

```
temperature: 1300 K, kT = 0.1120 eV
oxygen pressure, gas face: 160 Torr
oxygen pressure, metal face: 1.0e-07 Torr
vacancy fraction, gas face: 1.00e-04
vacancy fraction, metal face: 2.924e-06
vacancy diffusivity: 1.0e-07 cm^2/s
cation site density: 5.50e+22 cm^-3
growth time: 3600 s
K = X h^2/sqrt(P): 3.162e-13 Torr^-1/2
(P_in/P_out)^(1/6): 0.02924
parabolic constant k_p: 5.825e-11 cm^2/s
scale thickness: 4.579 um
vacancy flux: 3.498e+15 cm^-2 s^-1
z/L, X, P^(1/6) in Torr^(1/6), P in Torr:
  0.00  1.000e-04  2.3300  1.600e+02
  0.25  7.573e-05  1.7645  3.018e+01
  0.50  5.146e-05  1.1991  2.972e+00
  0.75  2.719e-05  0.6336  6.469e-02
  1.00  2.924e-06  0.0681  1.000e-07
z/L where P is 1% of P_out: 0.5520
voltage across scale: 0.396 V
field at metal face: 0.00812 MV/cm
test: pressure exponent 0.16666
test: flux factor, D_h/D_V=1000: 2.9940
test: flux factor, D_h/D_V=3: 1.8000
test: decay rate/pi^2 1.0049
test: S=0.02, bend 1.274e-03
test: S=0.02, k_p ratio 0.99340
example S: 9.709e-05, bend 6.23e-06
profile relaxation time: 0.0708 s
neglected: bend of P^(1/6) line, flux/ideal, X_in:
  Coulomb interaction: 0.0517, 0.8406, 1.83e-06
  bound holes: 0.0063, 0.9755, 2.78e-06
  trivalent impurity: 0.0470, 1.0957, 6.82e-06
relative permittivity: 12
defect contact distance: 0.4 nm
binding: 0.4 eV, 12 sites
singly charged share, gas face: 0.0758
impurity per cation site: 1.0e-05
Debye length, gas face: 1.50 nm
Debye length, metal face: 8.77 nm
hole mobility: 0.5 cm^2/(V s)
finite hole speed, 2D_V/D_h: 3.57e-06
jump length: 0.3 nm
field hopping, 2eEa/(2kT): 2.18e-03
boundary width 1 nm, grain 5000 nm
boundary/lattice diffusivity: 1000
boundary flux/lattice flux: 0.40
```
